# Gate Area and Oxide Breakdown Life under Weakest-Link Scaling

## Problem

Small capacitors with a silicon dioxide gate insulator are held at constant voltage until they break down. Their gate area is \(A_0=10^{-4}\ \mathrm{cm^2}\). The fraction broken down by time \(t\) follows the Weibull law

\[
F_0(t)=1-\exp\left[-\left(\frac{t}{\eta_0}\right)^{\beta}\right].
\]

Here \(\beta\) is the Weibull slope and \(\eta_0\) is the characteristic life. At \(t=\eta_0\) the exponential equals \(e^{-1}\), so \(\eta_0\) is the time by which a fraction \(1-e^{-1}=63.2\,\%\) has failed, whatever the slope. Take \(\eta_0=100\) h.

A power transistor has the same oxide but a gate area \(A=10^{-2}\ \mathrm{cm^2}\). It is tested at the same oxide field and temperature.

1. By what factor is its characteristic life shorter than that of the capacitor if \(\beta=2\), and if \(\beta=1\)?
2. When have 0.1 % of the large gates failed?

Regard the large gate as \(N=A/A_0=100\) parts, each of area \(A_0\), and assume that

- the first part to break down destroys the whole gate;
- all parts follow the law \(F_0\), with the same \(\eta_0\) and \(\beta\);
- the parts fail independently of one another.

## A first estimate by scaling

Write \(x=(t/\eta_0)^{\beta}\). A large gate should fail early in the life of a typical part, when \(x\) is small. Expanding the exponential to first order gives the failure probability of one part:

\[
F_0=1-e^{-x}\approx x=\left(\frac{t}{\eta_0}\right)^{\beta}.
\]

Among \(N\) parts the expected number of failures is then about \(Nx\). The gate is likely to be lost when this number reaches about one:

\[
N\left(\frac{t}{\eta_0}\right)^{\beta}\sim 1
\quad\Longrightarrow\quad
t\sim \eta_0N^{-1/\beta}.
\]

With \(N=100\), this is about 10 h for \(\beta=2\) and about 1 h for \(\beta=1\).

The slope enters because it sets how fast the early failure probability falls as the time is shortened. To have the same low failure probability as a single capacitor, the large gate needs each part to be about a hundred times less likely to fail. If the probability varies as \(t^2\), a tenfold shorter time is enough. If it varies as \(t\), the time must be a hundred times shorter.

The estimate leaves two things open. "About one expected failure" is a loose criterion, which could hide a numerical factor, and it does not say what fraction of large gates has failed at that time.

## Exact solution

### Survival of the large gate

The probability that one part survives to time \(t\) is

\[
S_0(t)=1-F_0(t)=\exp\left[-\left(\frac{t}{\eta_0}\right)^{\beta}\right].
\]

The gate survives if every part survives. Because the parts are independent, their survival probabilities multiply:

\[
S_N(t)=[S_0(t)]^N
=\exp\left[-N\left(\frac{t}{\eta_0}\right)^{\beta}\right].
\]

To read off the new characteristic life, move \(N\) inside the power, using \(N=(N^{1/\beta})^{\beta}\):

\[
S_N(t)=\exp\left[-\left(\frac{N^{1/\beta}t}{\eta_0}\right)^{\beta}\right]
=\exp\left[-\left(\frac{t}{\eta}\right)^{\beta}\right],
\qquad
\eta=\eta_0N^{-1/\beta}.
\]

This is again a Weibull law with the same slope. The shortening factor is

\[
\frac{\eta_0}{\eta}=N^{1/\beta}=\left(\frac{A}{A_0}\right)^{1/\beta}.
\]

For the two slopes,

\[
\beta=2:\quad 100^{1/2}=10,\qquad \eta=\frac{100\ \mathrm h}{10}=10\ \mathrm h=36\,000\ \mathrm s,
\]

\[
\beta=1:\quad 100^{1}=100,\qquad \eta=\frac{100\ \mathrm h}{100}=1\ \mathrm h=3600\ \mathrm s.
\]

A direct simulation illustrates the result. For each slope, 20,000 large gates were given 100 random part lives each, and the shortest was taken as the gate life. The time to 63.2 % failures was 9.99 h for \(\beta=2\) and 0.996 h for \(\beta=1\). The slopes found from the simulated gate lives were 1.98 and 1.00.

### Other measures of life

Let \(t_p\) be the time by which a fraction \(p\) of the large gates has failed. Setting \(S_N(t_p)=1-p\) and taking the logarithm gives

\[
\left(\frac{t_p}{\eta}\right)^{\beta}=-\ln(1-p)
\quad\Longrightarrow\quad
t_p=\eta[-\ln(1-p)]^{1/\beta}.
\]

The bracket does not contain the area, so every failure level is shortened by the same factor \(N^{1/\beta}\). The mean life is too, because \(S_N\) depends on time only through \(t/\eta\):

\[
\langle t\rangle=\int_0^\infty S_N(t)\,dt
=\eta\int_0^\infty e^{-u^\beta}\,du,
\qquad u=\frac{t}{\eta}.
\]

The last integral is a number fixed by \(\beta\). For \(\beta=2\) the mean falls from 88.6 h to 8.86 h, and for \(\beta=1\) from 100 h to 1 h.

For \(p=0.001\), \(-\ln(1-p)\approx0.0010\), and the large gate has

\[
\beta=2:\quad t_p\approx10\ \mathrm h\times\sqrt{0.0010}\approx0.32\ \mathrm h,
\]

\[
\beta=1:\quad t_p\approx1\ \mathrm h\times0.0010=0.0010\ \mathrm h.
\]

The low slope costs life twice. It strengthens the area effect, and it moves the first failures further below the characteristic life. Although the two kinds of capacitor share a characteristic life of 100 h, their large gates differ by a factor of about 300 at the 0.1 % level.

### Two limits

As \(\beta\to\infty\), \(N^{1/\beta}\to1\). All parts then fail at nearly the same time, and having more of them hardly matters.

The area effect also vanishes if the parts are perfectly correlated, so that all parts of one gate share a single random life. Then \(S_N=S_0\), for any slope. The Weibull law of the parts is therefore not enough by itself to give the result.

## Comparison of the estimate and the solution

The estimate gives the same life as the exact solution, without a missing numerical factor. To see why, insert the exact life, for which \(x=1/N\), into the exact failure probability of a part:

\[
F_0(\eta)=1-e^{-1/N}=0.995\,\%.
\]

The true expected number of failed parts, if each part is followed separately, is therefore \(100\times0.00995=0.995\), slightly less than one. Had the estimate kept the exact probability and required one expected failure, it would have given

\[
N(1-e^{-x})=1
\quad\Longrightarrow\quad
x=-\ln\left(1-\frac1N\right)\approx\frac1N+\frac1{2N^2}.
\]

This \(x\) is too large by a relative amount \(1/(2N)=0.5\,\%\). Since \(t\propto x^{1/\beta}\), the life would be too long by about 0.25 % for \(\beta=2\) and 0.5 % for \(\beta=1\).

The linearised estimate avoids this error because the gate's \(-\ln S_N\) is the sum of the parts' \(-\ln S_0\), whereas its failure probability is not the sum of theirs. For one part \(-\ln S_0=x\), so \(Nx\) is the exact exponent of the large gate. Setting it to one is the definition of the characteristic life. The exact solution also supplies what the estimate could not: at that time 63.2 % of the large gates have failed.

The Weibull form makes the power law exact for every area and failure level; another distribution need not give it. Suppose instead that \(\ln t\) of a part is normally distributed, with the standard deviation that a Weibull law of slope 2 would give. For a Weibull life, \(\ln t=\ln\eta_0+(1/\beta)\ln Y\), where \(Y\) is exponentially distributed with mean one. The variance of \(\ln Y\) is \(\pi^2/6\), the second derivative of \(\ln\Gamma(1+s)=\ln\langle Y^s\rangle\) at \(s=0\). The matched standard deviation is thus \(\pi/(2\sqrt6)=0.641\).

With such lognormal parts, the hundredfold larger area shortens life 5.5 times at the 63.2 % level but only 2.4 times at the 1 % level. Two distributions of equal spread can have different early tails, and the large gate samples that tail.

## The numbers beside a real gate

The setting resembles an accelerated test of a silicon carbide power transistor. An oxide of 50 nm at 45 V has a nominal field of \(45\ \mathrm V/50\ \mathrm{nm}=0.9\ \mathrm{V/nm}=9\ \mathrm{MV/cm}\), well above the field in normal use; the temperature is 423 K. This value neglects the work-function difference and the band bending in the semiconductor, which change the voltage across the oxide. The field and temperature are roughly typical of such tests, while the areas and the 100 h are round choices. Slopes of 1 and 2 are low for intrinsic breakdown of so thick an oxide, where steeper distributions are usual. They are closer to defect-related breakdown. The parts of a real gate need not be identical or under identical stress, and the slope is known only from measurement. The following rough assumed values show how far such effects move the answer.

**Mean thickness and temperature.** Let life vary with field as \(e^{-\gamma E}\), with \(\gamma=3.5\ \mathrm{cm/MV}\). If the whole large gate is 1 % thinner at the same voltage, its field is 9.091 MV/cm, and its life is shorter by a further factor \(e^{3.5\times0.091}\approx1.4\). If it is instead 10 K hotter, an Arrhenius law with activation energy 0.7 eV gives a further factor

\[
\exp\left[\frac{0.7\ \mathrm{eV}}{k_B}\left(\frac1{423\ \mathrm K}-\frac1{433\ \mathrm K}\right)\right]\approx1.6.
\]

Either change alone would turn the factor 10 into about 14 to 16, and the factor 100 into about 140 to 160. These figures depend on the assumed field law. With \(\gamma=6\ \mathrm{cm/MV}\) the thickness factor is 1.7 instead of 1.4, and with a life varying as \(e^{G/E}\), \(G=350\ \mathrm{MV/cm}\), it is 1.5. A difference of 0.4 V between capacitor and transistor in the voltage across the oxide is 0.08 MV/cm, a factor of 1.3 in life for \(\gamma=3.5\ \mathrm{cm/MV}\), so equal gate voltage does not ensure equal field.

**Thickness spread inside the gate.** Let part \(i\) have a field higher by \(\Delta E_i\), with unchanged slope. Its life scale is \(\eta_0e^{-\gamma\Delta E_i}\). Adding the exponents of all parts and setting the sum to one gives

\[
\left(\frac{\eta_0}{\eta}\right)^\beta=\sum_{i=1}^{N}e^{\beta\gamma\Delta E_i}
\approx N e^{\beta^2\gamma^2\sigma_E^2/2},
\]

where the last step uses the average over a normal distribution of standard deviation \(\sigma_E\). The extra shortening is the \(1/\beta\) power of the exponential, \(e^{\beta\gamma^2\sigma_E^2/2}\). A 1 % spread in thickness means \(\sigma_E\approx0.09\) MV/cm. The formula then gives an extra factor of 1.10 for \(\beta=2\) and 1.05 for \(\beta=1\), relative to a capacitor of nominal thickness. Taking the thickness as normal and the field as inversely proportional to it raises the first value to 1.11. These are averages: with 100 parts of random thickness the factor scatters from gate to gate by about \(\pm0.04\) and \(\pm0.03\). It also grows quickly with \(\gamma\), reaching 1.34 for \(\beta=2\) at \(\gamma=6\ \mathrm{cm/MV}\).

**Variation between capacitors.** Let each part have its own random factor \(g\) multiplying \(x\), gamma-distributed with mean 1 and variance \(v\). With \(k=1/v\), averaging the survival gives

\[
\int_0^\infty\frac{k^k g^{k-1}e^{-kg}}{\Gamma(k)}e^{-gx}\,dg
=\left(\frac{k}{k+x}\right)^k=(1+vx)^{-1/v}.
\]

Setting this to \(e^{-1}\) for a capacitor, and its \(N\)th power to \(e^{-1}\) for the large gate, gives \(x_{\rm small}=(e^v-1)/v\) and \(x_{\rm large}=(e^{v/N}-1)/v\). Since \(t\propto x^{1/\beta}\), the shortening is

\[
\left(\frac{e^v-1}{e^{v/N}-1}\right)^{1/\beta}.
\]

For \(v=0.25\) this is 10.7 for \(\beta=2\) and 113 for \(\beta=1\), where \(\beta\) is the slope at fixed \(g\). This needs \(g\) to be independent from part to part. If one \(g\) is shared by all parts of a device, the large gate survives with probability \((1+vNx)^{-1/v}\). Then \(Nx\) simply takes the place of \(x\), and the shortening is again exactly \(N^{1/\beta}\).

**Error in the slope.** A measured slope 10 % too high or too low changes the predicted factor to 8.1 or 12.9 around \(\beta=2\), and to 66 or 167 around \(\beta=1\).

**Gross defects.** Suppose that defects which fail at once are scattered independently with density \(D=1\ \mathrm{cm^{-2}}\). A gate has none with probability \(e^{-DA}\), so its survival becomes \(e^{-DA}e^{-Nx}\). The characteristic life then requires \(Nx=1-DA\), which multiplies it by \((1-DA)^{1/\beta}\): 0.995 for \(\beta=2\) and 0.990 for \(\beta=1\). The early failures change far more. About 1 % of the large gates fail at the start, against 0.01 % of the capacitors. The 0.1 % level of the large gates is then passed at time zero, and the times found in question 2 apply only to a population from which such gates have been removed.

The factors 10 and 100 thus belong to uniform, independent parts at equal stress. They also apply at the field of normal use if the parts are uniform and independent there too, at equal stress and with the same slope; the test at one field does not establish this.

## Values computed for the example and the checks

```
Oxide thickness: 50 nm
Gate voltage: 45 V
Oxide field: 9.00 MV/cm
Temperature: 423 K
Small gate area: 1.0e-04 cm2
Large gate area: 1.0e-02 cm2
Area ratio N: 100
Small-gate characteristic life: 100 h
Field acceleration gamma: 3.5 cm/MV
Activation energy: 0.7 eV
Relative variance v between capacitors: 0.25
Gross defect density: 1.0 per cm2
Slope 2, large-gate characteristic life: 10.000 h = 36000 s
Slope 2, life shortening: 10.000 times
Slope 2, part failure probability then: 0.995 %
Slope 2, mean life small gate: 88.62 h
Slope 2, mean life large gate: 8.862 h
Slope 2, 0.1 % failure time small gate: 3.1631 h
Slope 2, 0.1 % failure time large gate: 0.31631 h
Slope 2, Monte Carlo large-gate life: 9.994 h
Slope 2, Monte Carlo large-gate slope: 1.978
Slope 2, shortening if slope 10 % lower: 12.9 times
Slope 2, shortening if slope 10 % higher: 8.1 times
Slope 2, shortening with capacitor variation: 10.65 times
Slope 2, extra shortening, 1 % thickness spread: 1.107 times
Slope 2, life factor from gross defects: 0.9950
Slope 1, large-gate characteristic life: 1.000 h = 3600 s
Slope 1, life shortening: 100.000 times
Slope 1, part failure probability then: 0.995 %
Slope 1, mean life small gate: 100.00 h
Slope 1, mean life large gate: 1.000 h
Slope 1, 0.1 % failure time small gate: 0.1001 h
Slope 1, 0.1 % failure time large gate: 0.00100 h
Slope 1, Monte Carlo large-gate life: 0.996 h
Slope 1, Monte Carlo large-gate slope: 0.999
Slope 1, shortening if slope 10 % lower: 166.8 times
Slope 1, shortening if slope 10 % higher: 65.8 times
Slope 1, shortening with capacitor variation: 113.47 times
Slope 1, extra shortening, 1 % thickness spread: 1.054 times
Slope 1, life factor from gross defects: 0.9900
Lognormal parts, spread of ln t: 0.641
Lognormal shortening at 63.2 % failed: 5.53 times
Lognormal shortening at 1 % failed: 2.44 times
Field in an oxide 1 % thinner: 9.091 MV/cm
Extra shortening, whole gate 1 % thinner: 1.375 times
Extra shortening, gate 10 K hotter: 1.558 times
Large gates with a gross defect: 0.995 %
Small gates with a gross defect: 0.0100 %
```
